# The Debye Length in Water and Cells for Explicit Ions

**Question.** A charged metal electrode in water attracts ions of one sign and repels the other, and the resulting diffuse layer decays over the Debye length. How long is this length for a simple salt of molarity $M$, and how does it scale? How tall and how wide must a periodic simulation cell be to hold such a layer with explicit ions at 0.1 M?

**Answer.** The length follows from the salt concentration, the permittivity and the temperature. The cell size needs two further choices: how much of the potential may survive in the middle of the electrolyte, and how much charge the electrode carries.

### The model

The cell holds a metal slab, repeated periodically, with electrolyte between its two faces. Both faces carry the same positive charge. The salt is fully dissociated into ions of charge $+1$ and $-1$, so the negative ions are the counter-ions and the positive ones the co-ions. For a negative electrode the two exchange roles.

The ions are treated as points in a mean potential, and water as a uniform medium of relative permittivity $\varepsilon=78.4$ at 298.15 K. The algebra is in atomic units, where the elementary charge and $4\pi\varepsilon_0$ equal one. Numbers are in eV and Å.

Let $n$ be the density of ion pairs in a neutral reservoir with which the electrolyte is in equilibrium, and let $\phi$ be the potential relative to that reservoir. With $u=\phi/kT$, the Boltzmann densities are $ne^{-u}$ for co-ions and $ne^{u}$ for counter-ions. The charge density is therefore

$$\rho=n(e^{-u}-e^{u})=-2n\sinh u .$$

Poisson's equation, $\phi''=-4\pi\rho/\varepsilon$, becomes $\phi''=(8\pi n/\varepsilon)\sinh u$. Division by $kT$ gives

$$u''=\frac{\sinh u}{\lambda^2},\qquad \lambda^2=\frac{\varepsilon kT}{8\pi n}.$$

For small $u$, $\sinh u\approx u$, and the solution that vanishes far from a single face is $u=u_0e^{-x/\lambda}$. The length $\lambda$ is the Debye length.

### The number for water

It helps to introduce the Bjerrum length $\ell_B=1/(\varepsilon kT)$, the distance at which two unit charges in water interact with energy $kT$. Here it is 7.149 Å, and

$$\lambda=\frac{1}{\sqrt{8\pi\ell_B n}} .$$

One mole per litre is $6.022\times10^{23}$ pairs in $10^{27}$ Å$^3$, so $n=6.022\times10^{-4}\,M$ Å$^{-3}$, with $M$ in mol/L. Then $8\pi\ell_Bn=0.1082\,M$ Å$^{-2}$, and

$$\lambda=\frac{3.04\ \text{Å}}{\sqrt M}=\frac{0.304\ \text{nm}}{\sqrt M}.$$

At 0.1 M this is 9.61 Å. A direct numerical solution of the nonlinear equation, with the decay length read from the tail, gives 30.40, 9.61 and 3.04 Å at 0.01, 0.1 and 1 M.

The coefficient belongs to a 1:1 salt in water near room temperature. It scales as $\sqrt{\varepsilon T}$; raising $\varepsilon$ to 80 at the same temperature changes 3.040 Å to 3.071 Å. For ions of charge $\pm z$, the linearized charge density is $-2nz^2u$ instead of $-2nu$, so $\lambda$ is divided by $z$.

### Height: letting the potential decay

Let the electrolyte occupy $0<x<L$, with $u=u_0$ at both ends. Here $u_0$ refers to the drop across one diffuse layer. It leaves out the drop across the compact layer next to the metal, so it is not the whole electrode potential.

For small $u$, the solution symmetric about the midplane is

$$u(x)=u_0\,\frac{\cosh[(x-L/2)/\lambda]}{\cosh(L/2\lambda)},\qquad \frac{u(L/2)}{u_0}=\frac{1}{\cosh(L/2\lambda)} .$$

If a fraction $f$ may remain at the midplane, the minimum height is

$$L_{\min}=2\lambda\,\operatorname{arcosh}(1/f).$$

For small $f$ this is close to $2\lambda\ln(2/f)$, so a stricter tolerance costs height only logarithmically. With $f=0.05$, $L_{\min}=7.377\lambda=70.9$ Å at 0.1 M. With $f=0.01$ it is 101.9 Å.

This height is also sufficient, within the model, when $u_0$ is not small. First, $u$ cannot be negative: at a negative minimum $u''\ge0$, whereas the equation would make $u''$ negative. Now let $v$ be the linear solution with the same face values, and let $w=u-v$. Since $\sinh u\ge u$ for $u\ge0$,

$$w''=\frac{\sinh u-v}{\lambda^2}\ge\frac{w}{\lambda^2}.$$

A positive maximum of $w$ would need $w''\le0$, but the inequality makes $w''$ positive there. Hence $w\le0$, and the nonlinear potential nowhere exceeds the linear one. For a drop of 0.1 eV per unit charge, the numerical midplane fraction at $L_{\min}$ is 0.038, below the tolerated 0.05.

### Area: carrying whole charges

The width is tied to the charge on the electrode. Consider one face whose layer decays fully into the reservoir. Multiplying the equation for $u$ by $u'$ and integrating gives

$$\frac{(u')^2}{2}=\frac{\cosh u-1}{\lambda^2}=\frac{2\sinh^2(u/2)}{\lambda^2}.$$

The integration constant follows from $u=u'=0$ in the reservoir. The potential falls away from a positive face, so the negative root applies:

$$u'=-\frac{2}{\lambda}\sinh\frac u2 .$$

Let $\sigma$ be the number of elementary charges per area on the face. The layer holds the opposite charge, $\int_0^\infty\rho\,dx=-\sigma$. Integrating Poisson's equation over the layer gives $-\phi'(0)=4\pi\sigma/\varepsilon$, and therefore

$$\sigma=-\frac{\varepsilon kT}{4\pi}u'(0)=\frac{\varepsilon kT}{2\pi\lambda}\sinh\frac{u_0}{2}=4n\lambda\sinh\frac{u_0}{2}.$$

The last step uses $\varepsilon kT=8\pi n\lambda^2$. A face with $Q$ elementary charges then needs the area

$$A=\frac{Q}{4n\lambda\sinh(u_0/2)} .$$

Neutrality requires only the total $2Q$ to be a whole number, so $Q=1/2$ would be the smallest choice. Here $Q$ itself is taken to be whole, so that each layer can hold a whole excess of counter-ions. A weakly charged electrode then needs a wide cell, because this charge must be spread thinly. For small $u_0$ the area grows as $1/u_0$; for large $u_0$ it falls as $e^{-u_0/2}$.

### Whole numbers of ions

The cell must also contain some salt. In this model the two ion densities multiply to $n^2$ at every point, so a cell with no co-ions at all has no salt concentration to represent.

Each face repels co-ions. The number missing per area is $\int_0^\infty n(1-e^{-u})\,dx$. From the expression for $u'$, $dx=-\lambda\,du/[2\sinh(u/2)]$, and $2\sinh(u/2)=e^{u/2}(1-e^{-u})$. The factor $1-e^{-u}$ cancels:

$$\int_0^\infty n(1-e^{-u})\,dx=n\lambda\int_0^{u_0}e^{-u/2}\,du=2n\lambda\left(1-e^{-u_0/2}\right).$$

Subtracting this loss for both faces from the reservoir value $nAL$ gives

$$N_{\rm co}=nA\left[L-4\lambda\left(1-e^{-u_0/2}\right)\right],\qquad N_{\rm counter}=N_{\rm co}+2Q .$$

The second relation is neutrality: the electrolyte must balance $2Q$ charges on the metal. One evaluates $N_{\rm co}$ at $L_{\min}$, rounds it up to an integer, and solves for the final $L$.

### A weakly charged electrode at 0.1 M

Take $u_0=1$, a drop of 0.0257 eV per unit charge, with $Q=1$ and $f=0.05$. The pair density is $6.022\times10^{-5}$ Å$^{-3}$, so

$$\sigma=4(6.022\times10^{-5})(9.614)\sinh(0.5)=1.207\times10^{-3}\ \text{Å}^{-2}.$$

The area is $A=1/\sigma=829$ Å$^2$, a square of side 28.8 Å. With $nA=0.0499$ Å$^{-1}$ and $4\lambda(1-e^{-1/2})=15.1$ Å, the minimum height gives

$$N_{\rm co}=0.0499\,(70.9-15.1)=2.78 .$$

Rounding up to three co-ions requires $L=3/0.0499+15.1\approx75$ Å, and neutrality then requires five counter-ions.

The height $L$ covers the region open to ions. Adding a chosen 3 Å ion-free layer at each face and a 10 Å metal slab gives a full cell height of 91 Å. At a water density of 1 g/cm$^3$, the cell holds about 2250 molecules.

The formulas treat the two layers as separate, whereas the numerical solution contains both at once. Integrating its densities over the finished cell gives 5.0005 counter-ions and 3.0020 co-ions, so neglecting the overlap is harmless here.

### A more strongly charged electrode

Now let the drop be 0.1 eV per unit charge, or $u_0=3.89$. The charge density rises to $7.94\times10^{-3}$ Å$^{-2}$, and one charge needs just 126 Å$^2$. A cell of that area and minimum height would hold on average 0.29 co-ions. The salt, rather than the electrode charge, is now hard to accommodate.

Three charges per face raise the mean to 0.863 co-ions, which rounds up to one. The cell then has an area of 378 Å$^2$, a side of 19.4 Å and an electrolyte height of 77 Å. It holds seven counter-ions, one co-ion and about 1050 water molecules. Alternatively, one could keep $Q=1$ and make the cell taller. The same formula with one co-ion then gives $L\approx165$ Å, with a side of only 11 Å.

The midplane deserves a closer look, because $f$ is relative to $u_0$. For a single layer, $u'=-(2/\lambda)\sinh(u/2)$ integrates to

$$\tanh\frac{u}{4}=\tanh\frac{u_0}{4}\,e^{-x/\lambda},$$

since the derivative of $\ln\tanh(u/4)$ with respect to $u$ is $1/[2\sinh(u/2)]$. Far from the face, $u\approx4\tanh(u_0/4)e^{-x/\lambda}$. Near the midplane both tails are small and may be added:

$$u(L/2)\approx8\tanh\frac{u_0}{4}\,e^{-L/2\lambda}.$$

For the present cell this gives 0.11, in agreement with the numerical fraction 0.0281 times 3.89. In the mean-field model, the counter-ion density at the midplane is thus still about 12% above the reservoir value, and the co-ion density about 10% below it. A narrow cell with eight explicit ions need not reproduce these values. In the weakly charged cell both deviations are about 4%.

Because $\tanh(u_0/4)$ cannot exceed one, the tail saturates at high potential. In this approximation, a height of $2\lambda\ln(8/u_m)$ keeps the midplane value below a small chosen $u_m$ at any face potential. For $u_m=0.05$ at 0.1 M, this is about 98 Å.

### Is the cell wide enough for its images?

Each explicit ion also meets its periodic copies at the lateral distance $a=\sqrt A$. In bulk electrolyte, the linear equation around a point charge is $\nabla^2\phi=\phi/\lambda^2$. Writing $\phi=g/r$ turns it into $g''=g/\lambda^2$, whose decaying solution is $g=Ce^{-r/\lambda}$. Close to the charge $\phi$ must approach $1/(\varepsilon r)$, so $C=1/\varepsilon$. The interaction energy of two like unit charges is

$$E(a)=\frac{e^{-a/\lambda}}{\varepsilon a}=kT\,\frac{\ell_B}{a}\,e^{-a/\lambda}.$$

It is 0.0003 eV for the first cell and 0.0013 eV for the second, about 1% and 5% of $kT$. These values are for one nearest image in bulk electrolyte. Each ion has four such neighbours and further copies beyond them; summed over all lateral images, the same formula gives about 6% and 29% of $kT$, so the second cell is noticeably less well isolated. Near the metal, the electrode's response and the nonuniform ion density change the interaction, so these energies are only a rough check on the width. The images also alter the force between different ions. Seen from a height difference $z$ well beyond $a/2\pi$, an ion and its copies form a uniform sheet of one charge per area $A$, with bare interaction energy of magnitude $2\pi\ell_B|z|/A$ in units of $kT$. Over one Debye length this is 0.52 for the first cell and 1.14 for the second. The mean-field picture assumes that a single ion moves the potential little, which is doubtful in the second cell; its profile and potential drop should be compared with those of a laterally repeated cell.

### Scaling with concentration

Since $n\propto M$ and $\lambda\propto M^{-1/2}$, the product $n\lambda$ grows as $M^{1/2}$. At fixed $u_0$, $Q$ and $f$,

$$L\propto M^{-1/2},\qquad A\propto M^{-1/2},\qquad AL\propto M^{-1}.$$

The ion numbers do not change, because $nAL$ and $nA\lambda$ are both independent of $M$. At 1 M the weakly charged cell shrinks to $L=23.8$ Å and $A=262$ Å$^2$, again with five counter-ions and three co-ions. It needs 261 water molecules, somewhat more than a tenth of the earlier number, because the compact layers keep their thickness.

The side of the cell scales as $M^{-1/4}$, more slowly than $\lambda$. The ratio $a/\lambda$ therefore falls on dilution, from 5.3 at 1 M to 3.0 at 0.1 M, and the periodic images become less well screened. The factor $\ell_B/a$ falls on dilution, but this does not compensate: summed over all images, the energy for the weakly charged cell rises from about 1% of $kT$ at 1 M to 6% at 0.1 M and 17% at 0.01 M, and tends to $2\pi\ell_B\lambda/A\approx0.5$ in units of $kT$ at high dilution.

A small cell cannot evade these sizes. An electrolyte region of $10\times10\times30$ Å$^3$ has a volume of 3000 Å$^3$, while one ion pair at 0.1 M occupies 16,605 Å$^3$. The region should hold 0.18 pairs on average. Placing one whole pair in it gives a nominal 0.55 M, for which the Debye length is 4.1 Å instead of 9.6 Å.

### Where the estimate stops

The picture is weakest close to the metal. In the second cell the predicted counter-ion concentration at the face is $0.1\,e^{3.89}\approx4.9$ M, where ion size and correlations between ions can matter. At 1 M the Debye length itself is about the size of a water molecule, roughly 3 Å, so a continuous medium is a doubtful description even of the decay. A permittivity that differs from the bulk value near the surface would also alter the relation between charge and potential drop.

The ion numbers are means for contact with a reservoir. A simulation with fixed numbers lacks the corresponding fluctuations, and its midplane concentration should be measured rather than assumed. With one to three co-ions, a single snapshot says little about a density profile; the profile emerges from a long time average. For a diffusion coefficient of roughly 0.1 Å$^2$/ps, an ion needs about $(L/2)^2/(2D)\approx7000$ ps to cross half of the first cell, and the average must extend over many such times.

For 0.1 M, then, the electrolyte should be about 75 Å tall at the 5% tolerance. The area is about 830 Å$^2$ for the weakly charged electrode with one charge per face, and 380 Å$^2$ for the more strongly charged one with three. These areas satisfy the counting of whole charges and ions; they are not shown to be wide enough to reproduce the layer. The 380 Å$^2$ cell in particular is a lower bound, to be tested against a wider one. The numerical output lists the values for all three cells.

## Table of computed values

```
temperature: 298.15 K; relative permittivity: 78.4
thermal energy kT: 0.02569 eV
Debye length at 1 M: 3.040 angstrom = 0.3040 nm
same with permittivity 80: 3.071 angstrom
numerical decay length at 0.01 M: 30.401 angstrom
numerical decay length at 0.1 M: 9.614 angstrom
numerical decay length at 1 M: 3.040 angstrom
Debye length at 0.1 M: 9.614 angstrom = 0.9614 nm
ion-pair density at 0.1 M: 6.0221e-05 per angstrom^3
volume per ion pair at 0.1 M: 16605 angstrom^3
water molecules per ion pair at 0.1 M: 556
Bjerrum length: 7.149 angstrom
tolerated midplane fraction f: 0.05
minimum height / Debye length: 7.377
minimum height for f = 0.01 at 0.1 M: 101.9 angstrom
midplane fraction at minimum height, u0 = 0.1: 0.04999
midplane fraction at minimum height, 0.1 eV: 0.03837
chosen metal thickness: 10.0 angstrom; each compact layer: 3.0 angstrom
chosen water density: 1.0 g/cm^3; molar mass: 18.0 g/mol
CELL 1: 0.1 M, drop energy 0.02569 eV, charges per face 1
  u0: 1.0000; face charge: 1.2068e-03 e/angstrom^2
  area: 828.7 angstrom^2; side: 28.79 angstrom
  minimum electrolyte height: 70.92 angstrom
  co-ions at minimum height: 2.784
  final electrolyte height: 75.25 angstrom; full cell: 91.25 angstrom
  whole ions: 5 counter-ions, 3 co-ions
  numerical ions: 5.0005 counter-ions, 3.0020 co-ions
  numerical midplane fraction: 0.0391
  water molecules: 2253; screened image energy: 0.00032 eV
CELL 2: 0.1 M, drop energy 0.10000 eV, charges per face 3
  u0: 3.8922; face charge: 7.9414e-03 e/angstrom^2
  area: 377.8 angstrom^2; side: 19.44 angstrom
  minimum electrolyte height: 70.92 angstrom
  co-ions at minimum height: 0.863
  final electrolyte height: 76.92 angstrom; full cell: 92.92 angstrom
  whole ions: 7 counter-ions, 1 co-ions
  numerical ions: 7.0042 counter-ions, 1.0050 co-ions
  numerical midplane fraction: 0.0281
  water molecules: 1048; screened image energy: 0.00125 eV
CELL 3: 1 M, drop energy 0.02569 eV, charges per face 1
  u0: 1.0000; face charge: 3.8161e-03 e/angstrom^2
  area: 262.0 angstrom^2; side: 16.19 angstrom
  minimum electrolyte height: 22.43 angstrom
  co-ions at minimum height: 2.784
  final electrolyte height: 23.80 angstrom; full cell: 39.80 angstrom
  whole ions: 5 counter-ions, 3 co-ions
  numerical ions: 5.0005 counter-ions, 3.0020 co-ions
  numerical midplane fraction: 0.0391
  water molecules: 261; screened image energy: 0.00006 eV
small electrolyte region, 10 x 10 x 30: 3000 angstrom^3
  mean ion pairs in it at 0.1 M: 0.181
  molarity if it holds one pair: 0.554 M
  Debye length at that molarity: 4.09 angstrom
```
